# Uneven liquid levels and the pressure mismatch tolerated by drying lines

**Question.** A row of narrow parallel lines is drying after a rinse. Each line stands between two trenches of equal width, and equal menisci pull on it equally from both sides. Why does the row collapse when the liquid levels become uneven, and how large a pressure mismatch can it tolerate?

## The pull of one meniscus

Let each line have width $w$ and height $H$, and let neighbouring lines be separated by trenches of width $s$. The lines are long, so all forces are taken per unit length. The liquid has surface tension $\gamma$ and wets the walls perfectly, which means that its surface meets each wall tangentially.

A meniscus tangent to two parallel walls is a half circle, so its radius is $R=s/2$. The pressure in the liquid lies below the air pressure by

$$
p_0=\frac{\gamma}{R}=\frac{2\gamma}{s}.
$$

Gravity is negligible at this scale, so the same deficit acts over the whole wetted height. The air pressure itself acts equally on both sides of the line and cancels. What remains is that a liquid-filled trench pulls its two walls towards each other with a force $p_0$ per unit wetted area. A dry wall feels no such pull.

Let $p_R$ and $p_L$ be the deficits at the right and left walls of a line at height $x$. The lateral load, counted positive to the right, is

$$
q(x)=p_R(x)-p_L(x).
$$

For equal gaps and equal levels, $q=0$ at every height. The contact lines add no lateral force to an upright line, because at zero contact angle they pull along its walls. The forces on the ideal line are therefore balanced.

Now let the right trench stay full while the left level drops by $d$. Both menisci still have the deficit $p_0$, but the left wall is dry between $H-d$ and $H$. In that band the pull to the right is unopposed. Equal pressures in the two liquids do not give equal forces when they act over different heights.

## How strongly an uneven level bends the line

The line is treated as a beam clamped at a rigid root, with small slopes. Its bending rigidity per unit length is $B=E'w^3/12$, where $E'$ is the plane-strain modulus. A uniform load $q$ that reaches from the root to a height $h$ produces the bending moment

$$
M(x)=\int_x^h q\,(t-x)\,dt=\frac{q}{2}(h-x)^2,\qquad x<h,
$$

and no moment above $h$. Since $Bu''=M$ and both $u$ and $u'$ vanish at the root, the tip deflection is

$$
u(H)=\frac1B\int_0^h(H-x)M(x)\,dx
=\frac{q}{2B}\int_0^h(H-x)(h-x)^2dx .
$$

Substituting $t=h-x$, so that $H-x=(H-h)+t$, gives

$$
u(H)=\frac{q}{2B}\left[\frac{(H-h)h^3}{3}+\frac{h^4}{4}\right]
=\frac{q\,h^3(4H-h)}{24B}.
$$

For a load over the full height this becomes $qH^4/(8B)$. It is convenient to write it as $q/K$, with

$$
K=\frac{8B}{H^4}=\frac{2E'w^3}{3H^4}.
$$

Thus $K$ is the uniform pressure needed per unit of tip deflection. If the load reaches only to $h=\eta H$, the tip deflection is the fraction

$$
f(\eta)=\frac{\eta^3(4-\eta)}{3}
$$

of the full-height value. One full trench and one lowered trench therefore act on an upright line like a full-height mismatch

$$
\Delta P_{\rm level}=p_0\,[1-f(1-d/H)].
$$

Because $f'(\eta)=4\eta^2-4\eta^3/3$, we have $f'(1)=8/3$, and a small drop gives $\Delta P_{\rm level}\approx(8/3)\,p_0d/H$. The factor exceeds one because the missing pull is at the top, where it has the greatest leverage.

This explains why the line bends. It does not yet explain collapse, since an elastic beam under a fixed load simply stops at a new position.

## Why bending can run away

When a line leans to the right, the right gap narrows and the left gap widens. The narrower meniscus is more strongly curved and pulls harder, while the wider one pulls less. The change in capillary force points in the direction of the displacement. It works against the elastic restoring force.

To find the most dangerous pattern, consider many identical lines with full trenches. Let $u_i$ be the tip deflection of line $i$, so the gap to its right is $s+u_{i+1}-u_i$. The meniscus sits at the top, and its pressure is set by this tip gap. The load on the line is

$$
q_i=\frac{2\gamma}{s+u_{i+1}-u_i}-\frac{2\gamma}{s+u_i-u_{i-1}} .
$$

For small deflections, $1/(s+a)\approx1/s-a/s^2$, and hence

$$
q_i\approx\frac{2\gamma}{s^2}\,(2u_i-u_{i+1}-u_{i-1}).
$$

For a pattern that advances by a phase $k$ from line to line, the bracket equals $2(1-\cos k)u_i$. It is largest at $k=\pi$, where neighbours lean in opposite directions and close in pairs. The load is then $8\gamma u_i/s^2$, to be compared with the elastic resistance $Ku_i$. Their ratio is

$$
N=\frac{8\gamma}{Ks^2}=\frac{12\gamma H^4}{E'w^3s^2}.
$$

For $N<1$ elasticity wins and a small disturbance dies out. For $N>1$ the capillary change wins, and the balanced array is unstable even with perfectly equal menisci. Balance of forces is a statement about the upright position; safety depends on what happens next to it.

This calculation assumes that the level in each trench is prescribed, and that neighbouring trenches can hold different pressures. Liquid displaced from a narrowing trench must be able to leave it. The assumption fails when the trenches share one pressure, because they are connected or in equilibrium with the same vapour. The narrower trench then stays pinned at its rim while the wider one recedes; that case is taken up below.

## The tolerated mismatch

Suppose now that $N<1$, and impose an additional full-height mismatch $\Delta P$ that alternates in direction from line to line. Each line is pushed towards one neighbour, which is pushed towards it. If each tip moves by $\delta$, the gaps become $s-2\delta$ and $s+2\delta$. Force balance requires

$$
K\delta=\Delta P+\frac{2\gamma}{s-2\delta}-\frac{2\gamma}{s+2\delta}
=\Delta P+\frac{8\gamma\delta}{s^2-4\delta^2}.
$$

Here $\Delta P$ is the imposed part; the other terms are the feedback of two full trenches. Define the fractional gap closure $y=2\delta/s$, which reaches one at contact. Substituting $\delta=sy/2$ and dividing by $Ks/2$ gives

$$
\frac{2\Delta P}{Ks}=F(y)=y-\frac{Ny}{1-y^2}.
$$

At $y=0$ the function $F$ is zero, and it starts with slope $1-N$. As the gap closes, the second term grows without limit, so $F$ must turn down. Its maximum is the largest mismatch for which an equilibrium exists. The derivative is

$$
F'(y)=1-N\frac{1+y^2}{(1-y^2)^2}.
$$

The fraction increases with $y$, so $F'$ changes sign once. With $z=1-y^2$ we have $1+y^2=2-z$, and $F'=0$ becomes

$$
z^2=N(2-z)\quad\Longrightarrow\quad z^2+Nz-2N=0 .
$$

The positive root and the corresponding closure are

$$
z=\frac{-N+\sqrt{N^2+8N}}{2},\qquad y^*=\sqrt{1-z}.
$$

At $z=1$ the quadratic equals $1-N$, so its positive root lies below one when $N<1$, and $y^*$ is then real. Inserting it in $F$ gives the tolerated mismatch

$$
\boxed{\Delta P^*=\frac{Ks}{2}\,y^*\left(1-\frac Nz\right),\qquad N<1.}
$$

For $N\ge1$ the tolerance is zero. If the mismatch grows slowly, the array stays on the rising branch of $F$ below $\Delta P^*$, where a further displacement is opposed. Above $\Delta P^*$ there is no resting position before contact, and the pair closes. A sudden mismatch can make weakly damped lines overshoot and close at a lower value.

Two limits show what the formula contains. For weak feedback, $N\to0$, the root behaves as $z\approx\sqrt{2N}$. Then $y^*\to1$ and $N/z\to0$, so $\Delta P^*\to Ks/2$. This is the elastic pressure that moves each tip by half a gap, as it should be.

Near $N=1$ the critical closure is small, and expansion of $1/(1-y^2)$ gives $F\approx(1-N)y-Ny^3$. Its maximum is at $y^2=(1-N)/(3N)$, where the cubic term removes one third of the linear one. To leading order,

$$
\frac{2\Delta P^*}{Ks}\approx\frac23(1-N)\sqrt{\frac{1-N}{3}}
=\frac{2(1-N)^{3/2}}{3\sqrt3}.
$$

The remaining stiffness vanishes as $1-N$, but the tolerance vanishes faster. The reason is that both the slope of $F$ and the distance over which it rises shrink. An array can thus be formally stable and still have almost no room for uneven drying.

## A numerical case

Take the round model values $w=s=20$ nm, $H=140$ nm, $E'=150$ GPa and $\gamma=0.070$ N/m. The meniscus deficit is

$$
p_0=\frac{2(0.070\ \mathrm{N/m})}{20\times10^{-9}\ \mathrm m}=7.00\ \mathrm{MPa}.
$$

The line stiffness is

$$
K=\frac{2(150\times10^9)(20\times10^{-9})^3}{3(140\times10^{-9})^4}\ \mathrm{Pa/m}
=2.08\ \mathrm{MPa/nm},
$$

and the feedback number is

$$
N=\frac{12(0.070)(140\times10^{-9})^4}
{(150\times10^9)(20\times10^{-9})^3(20\times10^{-9})^2}=0.672 .
$$

The balanced array is therefore stable. The quadratic gives $z=0.871$ and $y^*=0.359$, so that $y^*(1-N/z)=0.0819$. The pressure scale is $Ks/2=20.82$ MPa, and

$$
\Delta P^*=20.82\ \mathrm{MPa}\times0.0819=1.71\ \mathrm{MPa}\approx16.8\ \mathrm{atm}.
$$

This is large in everyday terms but is 24% of the pull of one meniscus. A mismatch well below the full capillary pressure is enough.

The deflections show the role of feedback. With fixed capillary pressures, a mismatch of 1.71 MPa would bend each tip by $\Delta P^*/K=0.82$ nm. Contact in a pair requires 10 nm per line, so this load alone would be harmless. With feedback, the same mismatch carries the tip to 3.59 nm, where the last equilibrium disappears. The uneven load starts the motion; the narrowing gap completes it.

In a numerical test, twelve lines in a ring were given random initial tilts and allowed to relax. They settled at 0.98 of the predicted mismatch and collapsed at 1.02 of it. The disturbances were not restricted to pairs.

## From pressure to liquid level

What drop of alternate levels corresponds to this tolerance? A first estimate sets $p_0[1-f(1-d/H)]=\Delta P^*$, which gives $d=13.8$ nm. It treats the missing pull as if the lines were still upright. In the bent state, the lowered trench is also the wider one, and its meniscus pulls less than $p_0$. Losing part of its wetted height then costs less.

A consistent calculation evaluates each gap at the height of its own meniscus. Let the lower level be $\eta H$, and let $v=2u(\eta H)/s$ be the fractional opening of the lowered trench there. The full trench has deficit $p_0/(1-y)$ and the lowered one $p_0/(1+v)$. In units of $Ks/2$, the pressure $p_0$ is $4\gamma/(Ks^2)=N/2$. The tip equation is therefore

$$
y=\frac N2\left[\frac1{1-y}-\frac{f(\eta)}{1+v}\right].
$$

For $v$ we need the deflection at a height $X\le h$ under a load reaching to $h$:

$$
u(X)=\frac{q}{2B}\int_0^X(X-x)(h-x)^2dx
=\frac{qX^2(6h^2-4hX+X^2)}{24B}.
$$

At $X=\eta H$, division by $qH^4/(8B)$ gives $g(\eta)=\eta^2(6-4\eta+\eta^2)/3$ for the full trench, where $h=H$. It gives $\eta^4$ for the lowered trench, where $h=\eta H$. Hence

$$
v=\frac N2\left[\frac{g(\eta)}{1-y}-\frac{\eta^4}{1+v}\right].
$$

These two equations lose their solution at a drop of 22.3 nm, or 16% of the line height. As a test, the beam was solved numerically with the actual levels. It settled at 97% of this drop, with a tip deflection of 3.46 nm, and reached contact at 103%.

The difference from the first estimate can be traced for a small relative drop $\epsilon=d/H$. At fixed $y$, $f\approx1-8\epsilon/3$. To leading order the net load is uniform over the full height, so the deflection at $\eta H$ is $g(\eta)$ times that of the tip. Since $g'(1)=4/3$, this gives $v\approx y(1-4\epsilon/3)$. Expanding $f/(1+v)$ to first order gives a missing pull

$$
p_0\,\epsilon\left[\frac{8/3}{1+y}-\frac{(4/3)y}{(1+y)^2}\right].
$$

The first term is reduced because the lowered trench is wider. The second is subtracted because its meniscus now sits lower, where the trench has widened less and the pull is stronger. For an upright line the bracket is 2.67; at $y=0.359$ it is 1.70. The same drop is less harmful in the bent state, so the upright estimate is cautious here. The value $\Delta P^*$ remains the answer for an imposed full-height mismatch, while 22.3 nm is the answer for this particular pattern of levels.

## When one trench is empty, and when both levels fall

The extreme uneven case has full and empty trenches in alternation. The empty side exerts no pull, so

$$
K\delta=\frac{2\gamma}{s-2\delta}
\quad\Longrightarrow\quad
y(1-y)=\frac{4\gamma}{Ks^2}=\frac N2 .
$$

The left side cannot exceed $1/4$, its value at $y=1/2$. An equilibrium therefore exists for $N\le1/2$. Within this model there are three regimes:

- For $N<1/2$, the array survives even when every second trench is empty and the others are full.
- For $1/2<N<1$, equal full trenches are stable as long as the levels are held equal, but sufficiently uneven ones cause collapse.
- For $N>1$, equal full trenches are themselves unstable.

For the chosen widths and liquid, the boundaries are at heights of 130 nm and 155 nm. The 140 nm line lies between them, which is why unevenness decides its fate. The tolerance changes quickly across this range: it is 10.2 MPa at 120 nm, 1.71 MPa at 140 nm and 0.24 MPa at 150 nm. The last step lengthens the line by 7% and reduces the tolerance by a factor of seven.

If both levels fall together to $\eta H$, the relevant deflection is that at the meniscus. The beam result above gives it as $\eta^4q/K$, so the feedback number becomes $N\eta^4$. If the levels are held equal, the balanced state becomes safer as they fall, and the full trenches are the critical moment. Nothing in the model keeps them equal. When the trenches share one pressure, a slightly wider trench recedes first, the unopposed pull widens it further, and it can empty while its neighbour is still pinned and full. The full trench releases its meniscus only when its deficit $p$ satisfies $p(s-2p/K)=2\gamma$, which is again $y(1-y)=N/2$. For such drying the relevant condition is $N<1/2$, not $N<1$.

Neighbours matter too. If they were rigid, the gaps would change by $\delta$ instead of $2\delta$. With $y=\delta/s$, the same algebra then has feedback number $N/2=0.336$ and pressure scale $Ks$. The tolerance rises to 11.9 MPa, and the line survives an empty trench beside a full one with a tip deflection of 4.27 nm. A flexible line between rigid walls is therefore a poor guide to an array of flexible lines.

## What the number leaves out

The calculation gives the loss of equilibrium, not the fate of the lines after contact. Whether they separate again depends on adhesion, which is not included. Plastic flow is also left out. With air at atmospheric pressure, a deficit of 7 MPa puts the liquid under an absolute tension of about 6.9 MPa, and the calculation assumes that it does not cavitate.

A compliant root and shear deformation would both lower $K$. This raises $N$ and lowers the tolerance, with a strong effect near $N=1$. For a line this stocky, standing on a substrate of the same material, the loss of stiffness is not small. A loss of 20%, taken as an illustration, would raise $N$ to 0.84 and cut the tolerance from 1.71 MPa to about 0.4 MPa. The value of 1.71 MPa therefore belongs to the ideal beam and is not a design margin. The narrow-trench condition $s\ll H$ is used when the pull along the walls is neglected. For the example, with both walls wetted to the top and the line bent by $p_0$, the root moment of that pull is 0.23% of the root moment from the pressure. With one trench empty, the remaining pull acts at $w/2$ from the axis, and its root moment is $ws/(2H^2)\approx1\%$ of the pressure moment, so $w\ll H$ is needed as well. A nonzero contact angle adds a lateral pull at each contact line, and unequal levels would leave these pulls acting at different heights; that case needs its own force balance.

The formula also shows which changes help. Since $N\propto\gamma H^4/(w^3s^2)$, halving the surface tension in the example would halve $N$ to 0.336, below the empty-trench boundary. The height at which a given $N$ is reached grows only as $\gamma^{-1/4}$, however, so a lower surface tension buys a modest increase in height. The remaining values are in the numerical output.

## Table of computed values

```
line width w = 20 nm
trench width s = 20 nm
line height H = 140 nm
plane-strain modulus E' = 150 GPa
surface tension gamma = 0.070 N/m
meniscus pressure deficit p0 = 7.000 MPa
line stiffness K = 2.0825 MPa/nm
pressure scale K s/2 = 20.825 MPa
paired feedback number N = 0.6723 (no unit)
z at last equilibrium = 0.8712 (no unit)
gap closure y* at last equilibrium = 0.3590 (no unit)
scaled tolerance 2 dP*/(K s) = 0.08194 (no unit)
tolerated mismatch dP* = 1.706 MPa = 16.84 atm
dP*/p0 = 24.4 percent
tip deflection at dP*, feedback = 3.590 nm
tip deflection at dP*, no feedback = 0.819 nm
level drop, simple estimate = 13.82 nm
level drop, coupled equations = 22.32 nm
coupled drop / H = 15.9 percent
tip deflection at 97 percent of that drop = 3.460 nm
height where N = 1/2: 130.0 nm
height where N = 1: 154.6 nm
H = 120 nm: N = 0.3629, dP* = 10.184 MPa
H = 140 nm: N = 0.6723, dP* = 1.706 MPa
H = 150 nm: N = 0.8859, dP* = 0.244 MPa
rigid neighbours: feedback number = 0.3361 (no unit)
rigid neighbours: tolerated mismatch = 11.92 MPa
rigid neighbours, one trench empty: tip = 4.273 nm
wall-pull moment / pressure moment = 0.23 percent
```
